# Mask-edge roughness, the lens cutoff, and noise created in the resist

**Q:** My mask edges are rough down to short periods. What does the projection lens do with that roughness?

**A:** We first need the change in the image when one mask edge moves. All lengths are at wafer scale, so mask dimensions are already divided by the reduction factor of 4. Frequencies are in cycles per nm.

I assume a thin mask, a scalar field, best focus and mutually incoherent source points. A source point at frequency $\mathbf s=(s_x,s_y)$, with weight $w_{\mathbf s}$ and $\sum w_{\mathbf s}=1$, gives

$$E_{\mathbf s}(\mathbf r)=\int d^2f\,P(\mathbf f+\mathbf s)\,\hat t(\mathbf f)\,e^{2\pi i\mathbf f\cdot\mathbf r},\qquad I=\sum_{\mathbf s}w_{\mathbf s}|E_{\mathbf s}|^2 .$$

Here $\hat t$ is the spectrum of the mask transmission, and the pupil $P$ is 1 inside the radius $N=\mathrm{NA}/\lambda$ and 0 outside. A fully clear mask gives $I=1$.

Let edge $j$, at $x_j$, move by $u(y)$ towards $+x$. If the clear area lies on its left, the move adds a clear strip; if on its right, it removes one. With $\varepsilon_j=+1$ or $-1$ for these cases, to first order

$$\delta t=\varepsilon_j\,u(y)\,\delta(x-x_j),\qquad u=u_qe^{2\pi iqy}+\text{c.c.}$$

The strip is narrow in $x$, so it scatters into all $f_x$, but its vertical frequency is fixed at $q$. The pupil therefore admits only a chord, $-s_x-w<f_x<-s_x+w$, with

$$w(q)=\sqrt{N^2-(q+s_y)^2},$$

and $w=0$ if the root would be imaginary. Writing $X=x-x_j$, the field is $\varepsilon_ju_qe^{2\pi iqy}K_q(X)$, where

$$K_q(X)=\int_{-s_x-w}^{-s_x+w}\!df_x\,e^{2\pi if_xX}=e^{-2\pi is_xX}\,\frac{\sin(2\pi wX)}{\pi X}.$$

At $X=0$ this equals $2w$, the length of the chord. Once $q$ exceeds $|s_y|$, a faster ripple meets a shorter chord.

**Q:** I measure a contour, not a field. How far does the printed edge move?

**A:** That depends on the unperturbed image. Take equal lines and spaces of pitch $p$, with a clear area centred on $x=0$. The order amplitudes are

$$c_m=\frac1p\int_{-p/4}^{p/4}e^{-2\pi imx/p}dx=\frac{\sin(\pi m/2)}{\pi m},\qquad c_0=\tfrac12,\quad c_{\pm1}=\tfrac1\pi .$$

Our example has $\lambda=13.5$ nm, NA 0.33 and $p=36$ nm, so $N=0.02444$ /nm. The source is a dipole with poles centred on $s_x=\pm1/(2p)=\pm0.568N$, each of radius $0.2N$.

For the right pole, orders 0 and $-1$ lie at most $0.768N$ from the pupil centre and pass. Order $+1$ is centred at $3\times0.568N=1.70N$ and is blocked. Even nonzero orders have no amplitude, and the remaining odd orders lie still farther out. Hence

$$E_0=c_0+c_1e^{-2\pi ix/p},\qquad I_0=c_0^2+c_1^2+2c_0c_1\cos(2\pi x/p).$$

I study the edge $x_k=p/4$, where the cosine vanishes. The printing level is $c_0^2+c_1^2=0.351$, and since $c_0c_1=1/(2\pi)$ the slope is

$$I_0'(x_k)=-2c_0c_1\frac{2\pi}{p}=-\frac2p .$$

The first-order intensity change is $\sum w_{\mathbf s}(E_0^*\delta E+E_0\delta E^*)$. Its $e^{2\pi iqy}$ part contains $E_0^*K_q+E_0K_{-q}^*$. The source is symmetric under $s_y\to-s_y$, which turns $w(-q)$ into $w(q)$, so the sum becomes $2\,\mathrm{Re}(E_0^*K_q)$. The left pole gives the complex conjugate product and the same real part. We may thus average over the right pole alone, written $\langle\cdot\rangle$.

At $x_k$ we have $E_0^*=c_0+ic_1$. With $\phi=2\pi s_xX$,

$$\mathrm{Re}\left[(c_0+ic_1)e^{-i\phi}\right]=c_0\cos\phi+c_1\sin\phi .$$

The contour stays at constant intensity, so $I_0'\delta x+\delta I=0$, or $\delta x=(p/2)\delta I$. The transfer from mask edge $j$ to printed edge $k$ is therefore

$$M_{kj}(q)=p\,\varepsilon_j\left\langle(c_0\cos\phi+c_1\sin\phi)\frac{\sin(2\pi wX)}{\pi X}\right\rangle,\quad X=x_k-x_j .$$

For the edge's own ripple, $X=0$ and $\varepsilon_k=1$:

$$M_{kk}(q)=p\cdot\tfrac12\cdot2\langle w(q)\rangle=p\,\langle w(q)\rangle .$$

**Q:** So the cutoff is where the chord vanishes for every source point?

**A:** Yes. It is

$$q_c=N+\max|s_y|=0.02444+0.2\times0.02444=0.02933\ \text{/nm},$$

a period of 34.1 nm on the wafer, or 136 nm on the mask. The loss is gradual. For very small poles $M_{kk}=p\sqrt{N^2-q^2}$; at a 60 nm period this is $36\sqrt{0.02444^2-0.01667^2}=0.64$.

Averaging over the actual poles gives 0.857 at 200 nm, 0.632 at 60 nm and 0.019 at 36 nm. The last value is nonzero only because some source points have $s_y\neq0$. Contours computed from a finite ripple of 0.2 nm amplitude, without the small-displacement expansion, agree with these values to within 0.0002.

**Q:** Why is the slow limit not 1? If I shift the mask, the image shifts by the same amount.

**A:** A shift moves all edges, so rigid translation requires $\sum_jM_{kj}(0)=1$, not $M_{kk}(0)=1$. Neighbours contribute because the lens spreads each strip over several edges.

Consider the other edge of the same clear area, at $x_j=-p/4$. It has $X=p/2$ and $\varepsilon_j=-1$. For small poles $\phi=2\pi\cdot\frac1{2p}\cdot\frac p2=\frac\pi2$, so only the sine term survives:

$$M_{kj}=-p\cdot\frac1\pi\cdot\frac{\sin(\pi pw)}{\pi p/2}=-\frac{2}{\pi^2}\sin(\pi pw).$$

At an 80 nm period $pw=0.756$, which gives $-0.14$; the full pole average is $-0.136$. The sign is set by interference. Moving the left edge to the right removes a strip whose field at the printed edge is partly in phase with $E_0$, so the intensity there falls and the printed right edge retreats to the left. Removing clear area does not always have this effect. The left edge of the next clear area, at $x_j=3p/4$, has $X=-p/2$, which reverses the sine term: moving that edge to the right makes the printed edge advance.

**Q:** Is the region above the cutoff truly empty, or merely small?

**A:** Within this imaging model, one periodic ripple faster than the cutoff prints no roughness at any amplitude. (A finite ripple slower than the cutoff can print weak harmonics above it, but these are of second order or higher.) A finite ripple of frequency $q$ generates vertical frequencies $nq$ with integer $n$. If $q>q_c$ and $n\ne0$, then $|nq+s_y|\ge q-\max|s_y|>N$, so none of these components enters the pupil. Only $n=0$ passes, and the image has no $y$ dependence. What can remain is a small uniform shift of the printed edge, of second order in the ripple amplitude. A ripple of 32 nm period and 2 nm amplitude gave a computed contour swing below $10^{-8}$ nm.

To see that the aperture is responsible, keep the pitch and the source frequencies fixed and raise NA to 0.45. The same 32 nm period is then transferred with factor 0.359.

Two different fast ripples can still print a slow one. Expanding the strip's field one order further gives

$$\int_0^uK(X-v)\,dv=uK(X)-\tfrac12u^2K'(X)+\cdots$$

If both frequencies exceed $q_c$, the first term is blocked, but $u^2$ contains their difference frequency $\Delta$, which can pass. At the edge itself

$$K'_\Delta(0)=2\pi i\int_{-s_x-w}^{-s_x+w}f_x\,df_x=-4\pi is_xw(\Delta),$$

so the second-order field is $2\pi is_xw\,(u^2)_\Delta$. Its interference with $E_0$ is $2\,\mathrm{Re}[(c_0+ic_1)2\pi is_xw]=-4\pi c_1s_xw$ per unit $(u^2)_\Delta$. Multiplying by $p/2$ and using $c_1=1/\pi$,

$$\delta x_\Delta=-2p\,\langle s_xw(\Delta)\rangle\,(u^2)_\Delta .$$

Two 1 nm ripples with periods 28.6 and 25 nm beat at 200 nm. Since $2\cos a\cos b$ contains $\cos(a-b)$ with unit coefficient, $(u^2)_\Delta$ has amplitude 1 nm². The printed beat is $-0.024$ nm, by formula and by finite-ripple contour alike. A direct 1 nm ripple at 200 nm would print with about 0.86 nm. The statement that the lens discards fast roughness is thus a first-order one, and here the correction is small.

**Q:** Real roughness is random, and the resist blurs the image. How do both enter?

**A:** Let the resist apply a Gaussian blur $g_r$ of standard deviation $r$ in each direction. Along $y$ it multiplies a ripple by $e^{-2\pi^2r^2q^2}$. Across the edge it reduces the slope by $b=e^{-2\pi^2r^2/p^2}$. The cosine still vanishes at $x_k$, so the mean edge stays there. The transfer becomes

$$M^{(r)}_{kj}=\frac{p}{2b}\,e^{-2\pi^2r^2q^2}\int dx'\,g_r(x_k-x')\,2\varepsilon_j\langle\mathrm{Re}[E_0^*(x')K_q(x'-x_j)]\rangle .$$

If different mask edges are statistically independent, their cross-spectra vanish and powers add:

$$S_{\text{from mask}}(q)=S_{\text{mask}}(q)\sum_j\left[M^{(r)}_{kj}(q)\right]^2 .$$

I take a mask autocorrelation $\sigma^2e^{-|\eta|/\xi}$, whose Fourier transform is the two-sided spectrum $S_{\text{mask}}=2\sigma^2\xi/[1+(2\pi q\xi)^2]$. With $\sigma=0.40$ nm, $\xi=10$ nm and $r=5$ nm, the power gain (the sum over $j$) is 1.20 at 200 nm, 0.60 at 60 nm, 0.03 at 40 nm and zero beyond the cutoff.

**Q:** A gain above 1? Is the lens amplifying roughness?

**A:** The gain describes edge position, which is a signal divided by a slope. Blur cuts the slope to $b=0.683$. The strip's signal contains slower $x$ frequencies than $1/p$, and these are damped less. At 80 nm the own-edge transfer, averaged over the actual poles, rises from about 0.75 without blur to 0.87 with it.

The neighbours also add power whatever their sign. Translation fixes $\sum_jM_{kj}(0)=1$; it does not limit $\sum_jM_{kj}^2$ to 1. Opposite signs cancel in the first sum but not in the second.

The transferred roughness is mainly slow. Periods longer than $2/q_c=68$ nm hold 47% of the variance on the mask, but 89% of the mask-born variance on the wafer. The total mask-born roughness falls from 0.40 to 0.31 nm rms.

**Q:** Yet I see wafer roughness at periods of 20 or 30 nm. Where does it come from?

**A:** In this model it comes from events after the lens. The lens limits the frequencies of the mean intensity, but not those of the random positions at which photons are absorbed. Acid generation and quencher placement add further randomness.

Let the absorbed photons be independent, with areal density $n(x)=n_0I_0(x)$. Each makes a Poisson number of acids with mean $g$. Electrons spread the acids by $r_e$, and acid and quencher then diffuse by $r_d$. Acid $A$ and quencher $Q$ destroy each other at equal rates. With equal diffusivity $D$,

$$\partial_tA=D\nabla^2A-kAQ,\quad\partial_tQ=D\nabla^2Q-kAQ\ \Rightarrow\ \partial_t(A-Q)=D\nabla^2(A-Q).$$

The reaction drops out of the difference, which is simply blurred. These equations describe smooth densities; I neglect the extra noise from the random steps of individual molecules. That noise is not small in general: independent molecules that take random steps remain randomly placed points, so diffusion smooths their mean density but not their count noise. Treating it as a smooth filter understates the chemical noise, most of all at short periods. I place the edge where $A-Q=0$. The mean quencher density must then be $gn_e$, where $n_e=n(x_k)$.

**Q:** What roughness spectrum follows?

**A:** Consider independent points of density $n$, each blurred by $r$. Distinct points are uncorrelated, so the covariance at two places on the edge line is the sum of each point's contribution with itself:

$$C(\eta)=\int n(x')\,g_r(x_k-x')^2dx'\int g_r(y')\,g_r(y'+\eta)\,dy' .$$

About $x_k$, $n$ equals $n_e$ plus an odd function, which integrates to zero against the even $g_r^2$. Since $g_r^2=e^{-x^2/r^2}/(2\pi r^2)$, the first integral is $n_e/(2\sqrt\pi\,r)$. The second has the Fourier transform $(e^{-2\pi^2r^2q^2})^2=e^{-(2\pi rq)^2}$.

For photon noise, each photon carries $g$ acids on average and is blurred by both processes, $r^2=r_e^2+r_d^2$. For chemical noise, fix the photon positions. The acids then scatter about their conditional mean as independent points of average density $gn_e$ at the edge, and the quencher adds an equal density. This scatter has zero conditional mean, so it is uncorrelated with the photon part. It arises after the electron spread, so only diffusion filters it. Dividing by the squared slope $A'$ of net acid,

$$S_{\text{ph}}=\frac{g^2n_e\,e^{-(2\pi rq)^2}}{2\sqrt\pi\,r\,A'^2},\qquad S_{\text{ch}}=\frac{2gn_e\,e^{-(2\pi r_dq)^2}}{2\sqrt\pi\,r_d\,A'^2}.$$

Each noise is filtered only by the stages that follow its creation. Mask roughness passes the lens and both blurs, photon noise both blurs, chemical noise diffusion alone.

**Q:** Put in numbers for a plausible resist.

**A:** Take an open-frame dose of 40 mJ/cm², 92 eV photons and a 30 nm film absorbing 5 /µm. The film absorbs a fraction 0.139, or $n_0=3.79$ /nm², so $n_e=0.351\times3.79=1.33$ /nm². With $g=2$, $r_e=3$ nm and $r_d=4$ nm we get $r=5$ nm and

$$A'=g\,n_0\,\frac2p\,b=2\times3.79\times0.0556\times0.683=0.288\ \text{/nm}^3 .$$

Since $\int e^{-(2\pi rq)^2}dq=1/(2\sqrt\pi\,r)$, the variances are

$$\sigma_{\text{ph}}^2=\frac{g^2n_e}{4\pi r^2A'^2}=(0.45\ \text{nm})^2,\qquad\sigma_{\text{ch}}^2=\frac{2gn_e}{4\pi r_d^2A'^2}=(0.57\ \text{nm})^2 .$$

For $g=2$ the strengths $g^2n_e$ and $2gn_e$ are equal, so the difference comes entirely from the blur. Areal densities describe an edge averaged over the whole film thickness $t=30$ nm. At a single height in mid-film fewer events contribute, and each variance is larger by about $t/(2\sqrt\pi\,r)$, which is 1.7 for photons and 2.1 for chemistry.

The fraction of a Gaussian spectrum beyond $\pm q_c$ is $\mathrm{erfc}(2\pi rq_c)$. For photons the argument is 0.92 and the fraction 19%; for chemistry it is 0.74 and 30%. Above the cutoff this leaves 0.20 nm rms from photons and 0.31 nm from chemistry, together 0.37 nm. The mask supplies none there at first order.

If $r_d$ tends to zero at fixed $r_e$, the chemical spectrum flattens and its variance diverges as $1/r_d^2$, so the small-displacement theory fails. Large $r_d$ suppresses fast noise, but it also reduces $b$, which multiplies the slope in every denominator.

**Q:** Does the linear noise theory survive individual molecules?

**A:** For these parameters it survives their random number and starting positions. I simulated 100 areas of $72\times512$ nm² with individual photons, acids and quencher molecules, applied diffusion as a smooth blur, and located the contour where net acid crosses zero. The random steps of diffusing molecules are not tested here. The ratio of simulated to predicted contour power was 1.01 below $q_c$ and 1.04 between $q_c$ and $2q_c$. The simulated noise was 0.73 nm rms, against 0.725 nm from the formulas. The separate photon and chemical spectra agreed within about 1% in both bands.

**Q:** Then may I blame all slow roughness on the mask?

**A:** No. At a 200 nm period the spectra are 3.5 nm³ from the mask, 3.5 from photons and 4.5 from chemistry. The mask supplies $3.5/11.5$, about 30%. Noise created after the lens fills both sides of the cutoff.

Repeated exposures can separate them. Measure the same mask location in $n$ fields, under fixed conditions, and average the aligned contours. The mask part repeats, while independent noise power falls as $1/n$. With ten fields, the noise at 200 nm falls from 8.0 to 0.8 nm³, below the mask's 3.5. This assumes that measurement errors are also independent or have been removed.

**Q:** How close is this to a real EUV process?

**A:** The wavelength, NA and pitch belong to that regime. The resist and mask-roughness values are rough typical choices, not a fit to a product. The total is 0.79 nm rms, or 2.4 nm at three standard deviations; real resists also show roughly a few nanometres.

Among the chemical effects left out, I have sized only the finite supply of acid generator. For a generator density of 0.3 /nm³, the ratio of acids to generators at the edge, counted without depletion, is $\ell=0.30$. If acid saturates as $1-e^{-\ell}$, its local relative slope, before acid diffusion, is multiplied by $\ell e^{-\ell}/(1-e^{-\ell})=0.86$. Saturation compresses photon fluctuations and slope alike, so the photon part hardly changes. The chemical part suffers the lower relative slope, and its relative noise grows by $\sqrt{\ell/(1-e^{-\ell})}=1.07$ because there are fewer molecules. As a rough local estimate it rises by $1.07/0.86=1.25$, from 0.57 to 0.71 nm, and the noise part from 0.725 to about 0.84 nm. Diffusion after the acids form changes the factor somewhat.

Unpolarized light lowers the two-beam contrast by about 3.5%. A 30 nm defocus changes the unblurred own-edge transfer at 60 nm from 0.632 to 0.617. The thin-mask assumption is weaker: a 60 nm absorber lit at 6° casts, at edges perpendicular to the plane of incidence, a geometric shadow of 1.6 nm at wafer scale on each pass of the light, in and out. That is not itself a roughness, but it exceeds the mask roughness assumed here, so quantitative transfer factors need a three-dimensional mask calculation. The numerical output lists these estimates with the spectra.

## Numbers as computed

```
wavelength 13.5 nm, NA 0.33, pitch 36 nm
dipole pole centre 0.568, radius 0.2 (of NA)
NA/wavelength 0.02444 /nm, cutoff q_c 0.02933 /nm
cutoff period: wafer 34.1 nm, mask 136 nm
image at edge 0.3513 of open frame, slope 0.0556 /nm
own-edge transfer, no blur: period nm, contour, formula
    200  0.8568  0.8567
     60  0.6319  0.6319
     36  0.0188  0.0188
neighbour edge, 80 nm: contour -0.1363, formula -0.1362
own edge with blur, 80 nm: 0.8697, formula 0.8696
32 nm ripple, 2 nm amplitude: contour swing below 1e-8 nm: True
32 nm ripple at NA 0.45: contour 0.3588, formula 0.3587
beat of two 1 nm ripples (28.6, 25 nm) at 200 nm: -0.0238 nm
  second-order formula -0.0238 nm
sum of transfers at q=0: 0.9999
mask rms 0.40 nm, correlation length 10 nm (wafer)
dose 40 mJ/cm2, photon energy 91.8 eV
resist 30 nm, absorption 5 /um, absorbed 0.139
absorbed photons: open 3.79, edge 1.33 /nm2
acids per photon 2, quencher 2.66 /nm2
blur: electron 3, acid 4, total 5 nm
contrast kept by blur 0.683, net-acid slope 0.2875 /nm3
period nm | power gain | mask, from mask, photon, chemical PSD nm3
   200 1.1952 2.913 3.4811 3.5436 4.4691
   100 1.0097 2.294 2.3166 3.2908 4.2623
    60 0.5965 1.526 0.9105 2.7612 3.8096
    40 0.0273 0.923 0.0252 1.9601 3.0593
    30 0.0000 0.594 0.0000 1.2131 2.2505
    20 0.0000 0.294 0.0000 0.3080 0.9360
mask-born rms on wafer 0.307 nm, above q_c 0 (first order)
variance share below q_c/2: mask 0.474, after transfer 0.890
mask variance share above q_c 0.316
photon rms 0.453 nm, above q_c 0.199 nm
chemical rms 0.566 nm, above q_c 0.308 nm
share above q_c: photon 0.192, chemical 0.297
total rms 0.787 nm, above q_c 0.367 nm
simulated/predicted noise power: below q_c, q_c to 2q_c
  photon 1.002 1.012
  chemical 0.994 1.000
  contour 1.014 1.041
noise contour rms: simulated 0.732, linear 0.725 nm
neglected: 30 nm defocus, transfer at 60 nm 0.617 (focus 0.632)
neglected: shadow of 60 nm absorber at 6 deg 1.58 nm (wafer)
neglected: unpolarized two-beam contrast factor 0.965
neglected: generator 0.3 /nm3, load 0.30, relative slope factor 0.859
neglected: mean shift from mask ripples above q_c 0.00120 nm
```
